# Why Koopmans' value for neon 2p errs by only 1.6 eV

**Question.** Koopmans' theorem puts the ionization energy of a neon 2p electron near 23.1 eV. The observed value is lower, about 21.6 eV. The theorem holds the orbitals fixed while an electron leaves, and it ignores electron correlation. How much of the error belongs to each neglect, and why do the two not add up?

**Answer.**

## What happens when the electron leaves

In the atom, a 2p electron repels the nine others and so screens the nucleus from them. Once it has gone, the orbitals that suited ten electrons are too diffuse for nine. The remaining electrons can lower their energy by contracting. Koopmans' value leaves this out, so it makes the ion too high in energy and the ionization energy too large.

Correlation acts on both species. Hartree-Fock theory lets each electron feel the average field of the others; the true electrons also avoid one another instant by instant, which lowers the energy further. The departing electron takes its share of this lowering with it. If the ion then has less correlation energy than the atom, a calculation without correlation places the atom too high by more than it does the ion, and makes the ionization energy too small.

In that case the two errors have opposite sign. To give them sizes, each must be defined as a difference of energies.

## Koopmans' value as an energy difference

The algebra is in atomic units, with real spin orbitals. Let $i,j$ be spin orbitals occupied in the atom, $a,b$ empty ones, and $h$ the occupied 2p spin orbital to be vacated, with spin down. Write

$$\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle ,$$

where $\langle pq|rs\rangle$ is the Coulomb integral with electron 1 in $p$ and $r$, and electron 2 in $q$ and $s$. The Hartree-Fock energy of the atom is

$$E_{\rm HF}(N)=\sum_i t_{ii}+\tfrac12\sum_{ij}\langle ij\|ij\rangle ,$$

with $t$ the kinetic energy plus nuclear attraction. Now delete $h$ and leave all other orbitals as they are. The one-electron sum loses $t_{hh}$. The double sum loses the terms with $i=h$ and those with $j=h$. The two sets are equal, so together they cancel the factor $\tfrac12$; the term $i=j=h$ is zero. Hence

$$E_{\rm HF}(N)-E_{\rm frozen}(N-1)=t_{hh}+\sum_j\langle hj\|hj\rangle=\varepsilon_h ,$$

which is the diagonal element of the Fock operator

$$F_{pq}=t_{pq}+\sum_j\langle pj\|qj\rangle ,\qquad F_{pq}=\varepsilon_p\delta_{pq}.$$

Koopmans' value is therefore

$$K\equiv-\varepsilon_h=E_{\rm frozen}(N-1)-E_{\rm HF}(N).$$

Within the Hartree-Fock model this is an identity for the frozen ion. The error in $K$ comes from what the frozen ion and the model leave out.

## The split

Let the ion's orbitals be optimized in restricted open-shell Hartree-Fock theory (ROHF): four spatial orbitals hold two electrons each, and a fifth holds one. The orbitals may distort freely, so the remaining 2p orbitals need not keep a common radial shape. The difference of the two optimized energies is

$$\Delta{\rm SCF}=E_{\rm ROHF}(N-1)-E_{\rm HF}(N).$$

Define the relaxation energy as

$$R=K-\Delta{\rm SCF}=E_{\rm frozen}(N-1)-E_{\rm ROHF}(N-1).$$

The frozen determinant has the ROHF form, so it is one of the trial states over which the ion's energy is minimized. The minimum cannot lie above it, and $R\ge0$.

The correlation energy is the true non-relativistic energy minus the Hartree-Fock energy, here RHF for the atom and ROHF for the ion. Both correlation energies are negative or zero. The true ionization energy is then

$$I=\left[E_{\rm ROHF}(N-1)+E_c(N-1)\right]-\left[E_{\rm HF}(N)+E_c(N)\right].$$

Grouping the Hartree-Fock terms and using $\Delta{\rm SCF}=K-R$ gives

$$I=K-R+C,\qquad C=E_c(N-1)-E_c(N)=|E_c(N)|-|E_c(N-1)| .$$

Koopmans' error is

$$K-I=R-C .$$

The variational principle fixes the sign of $R$. It does not fix the sign of $C$, which has to be computed. If $C$ is positive, the two errors oppose each other.

Two small cases show what the terms mean. For a one-electron atom nothing remains to relax or to correlate, so $R=C=0$ and $K=I$. For helium the ion has a single electron and no correlation energy, so $C=|E_c({\rm He})|$: the whole correlation energy of the atom is lost.

## Where the two terms come from

Perturbation theory shows which processes make up $R$ and $C$. Take the atom's Fock operator as the zero-order Hamiltonian for both species,

$$H(\lambda)=F+\lambda V,\qquad V=H-F ,$$

so that $\lambda=1$ is the real problem. Let $\Phi$ be the reference determinant, with zero-order energy $E_0$, and $D$ any other determinant, with energy $E_D$. The first-order equation is

$$(F-E_0)\psi_1=-(V-E_1)\Phi .$$

Its projection on $D$ gives the amplitude $-\langle D|V|\Phi\rangle/(E_D-E_0)$. The second-order energy is $\langle\Phi|V|\psi_1\rangle$, so

$$E_2=-\sum_{D}\frac{|\langle D|V|\Phi\rangle|^2}{E_D-E_0}.$$

The sum of the zero- and first-order energies is $\langle\Phi|H|\Phi\rangle$. This is $E_{\rm HF}(N)$ for the atom and $E_{\rm frozen}(N-1)$ for the ion, and their difference is $K$. To second order, then,

$$I_2=K+E_2(N-1)-E_2(N).$$

The ion's reference is degenerate, because the hole may sit in $2p_x$, $2p_y$ or $2p_z$. These three states behave differently under reflection in the coordinate planes, so $V$ does not mix them, and each can be treated alone.

**The atom.** A single excitation $i\to a$ couples to the reference through $F_{ai}$, which is zero. Double excitations $ij\to ab$ couple through $\langle ij\|ab\rangle$, and

$$E_2(N)=-\tfrac14\sum_{ijab}\frac{|\langle ij\|ab\rangle|^2}{\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j}.$$

The factor $\tfrac14$ is there because the free sums count each pair $ij$ twice and each pair $ab$ twice.

**Single excitations of the ion.** The field in the ion lacks the contribution of $h$. The coupling for $i\to a$ is therefore

$$t_{ai}+\sum_{j\ne h}\langle aj\|ij\rangle=F_{ai}-\langle ah\|ih\rangle=-\langle ah\|ih\rangle .$$

This is the repulsion that has disappeared, acting as a force on orbital $i$. An excitation into the hole, $i\to h$, would need $\langle hh\|ih\rangle$, which vanishes by antisymmetry. The single excitations lower the ion by

$$R_2=\sum_{i\ne h}\sum_a\frac{|\langle ah\|ih\rangle|^2}{\varepsilon_a-\varepsilon_i}.$$

Mixing $a$ into $i$ changes the shape of an orbital, so $R_2$ is the leading term of relaxation. It belongs to a relaxation in which spin-up and spin-down orbitals may change separately.

**Double excitations of the ion.** Both electrons must now come from orbitals other than $h$. If both go to orbitals that were empty in the atom, the term is the same as in $E_2(N)$ and cancels in the difference. Two kinds of term do not cancel.

The atom has pair excitations that involve $h$. In $E_2(N)$ they occur once with $i=h$ and once with $j=h$, so the prefactor is $2\times\tfrac14=\tfrac12$. Their total size is

$$L=\tfrac12\sum_{j}\sum_{ab}\frac{|\langle hj\|ab\rangle|^2}{\varepsilon_a+\varepsilon_b-\varepsilon_h-\varepsilon_j}.$$

This is the pair correlation lost with the electron.

The ion has excitations $ij\to ah$ into the vacated orbital. The Pauli principle forbids them in the atom, where $h$ is full. Here only the pair $ij$ is counted twice, and the prefactor is again $\tfrac12$:

$$G=\tfrac12\sum_{i,j\ne h}\sum_a\frac{|\langle ij\|ah\rangle|^2}{\varepsilon_a+\varepsilon_h-\varepsilon_i-\varepsilon_j}.$$

This is correlation gained by the ion. Calling the common terms $-S$, we have $E_2(N-1)=-R_2-S-G$ and $E_2(N)=-S-L$. Therefore

$$I_2=K-R_2+L-G .$$

The formula has the structure of $I=K-R+C$, with $L-G$ in the place of $C$. The loss $L$ raises the ionization energy, and the gain $G$ takes part of that back. Each is positive for a 2p hole, but nothing in the formulas fixes the sign of $L-G$.

The denominator of $G$ also marks a limit of the analysis. For neon 2p it is positive, since $\varepsilon_h$ is the highest occupied level and $\varepsilon_a$ lies above every occupied level. For a deeper hole, $\varepsilon_a+\varepsilon_h$ can come close to $\varepsilon_i+\varepsilon_j$. The term then becomes large, second order fails, and a single determinant may no longer describe the ion.

## The numbers for neon

The Hartree-Fock values below are from the aug-cc-pVTZ basis. Koopmans' value is

$$K=0.8512\ \text{hartree}=23.16\ \text{eV}.$$

This is a few hundredths of an eV above the 23.1 eV of the question. The smaller aug-cc-pVDZ basis gives 23.21 eV, so a discrepancy of this size is comparable with the change between the two bases.

Optimizing the ion gives $\Delta{\rm SCF}=19.83$ eV, and so

$$R=23.163-19.827=3.336\ \text{eV}.$$

The contraction is visible in the density. The root-mean-square distance of the nine remaining electrons from the nucleus is 0.504 angstrom in the frozen ion and 0.460 angstrom in the relaxed one, a decrease of about 9%.

Relaxation alone therefore overshoots. It moves the prediction from 23.16 eV, above the observed value, to 19.83 eV, well below it. The better Hartree-Fock treatment of the ion does not bring the prediction closer, because it removes one of two opposing errors and leaves the other.

The gap between $\Delta$SCF and the observed value could be named the correlation difference by subtraction, but it would then also absorb relativity, basis error and the rounding of the observed value. An independent value comes from coupled-cluster theory with single and double excitations and a perturbative treatment of triples, CCSD(T), with the 1s electrons left uncorrelated. It gives $C=1.458$ eV in the double-zeta basis and 1.633 eV in the triple-zeta basis.

The increase reflects the slow convergence of correlation energies with basis size. Assume that the remaining error falls as $X^{-3}$, with $X=2$ and $3$ for the two bases:

$$C_X=C_\infty+AX^{-3}.$$

Multiplying by $X^3$ and subtracting the two equations removes $A$:

$$C_\infty=\frac{27\,C_3-8\,C_2}{27-8}=\frac{27(1.633)-8(1.458)}{19}=1.707\ \text{eV}.$$

The extrapolated correlation energies themselves are $-8.363$ eV for the atom and $-6.656$ eV for the ion, and their difference is the same 1.707 eV. Each of the two is much less certain than their difference, by several tenths of an eV, because most of the basis error is common to atom and ion. So $C$ is indeed positive for neon. The balance is

$$I=23.163-3.336+1.707=21.534\ \text{eV},$$

$$K-I=3.336-1.707=1.629\ \text{eV}.$$

Koopmans' value is too high by 3.3 eV for want of relaxation and too low by 1.7 eV for want of the correlation difference. About half of the relaxation error is cancelled, and 1.6 eV is left.

The computed $I$ lies within 0.1 eV of the observed value of about 21.6 eV. The calculation leaves out correlation of the 1s electrons, relativity with its spin-orbit splitting of the ion, and excitations beyond CCSD(T). The Hartree-Fock part was not extrapolated, and a two-point extrapolation of $C$ is itself approximate. Between the two bases $\Delta$SCF moves from 19.96 to 19.83 eV and $R$ from 3.25 to 3.34 eV, so the third decimals above serve only to follow the arithmetic; $R$, $C$ and $I$ should not be read more finely than about 0.1 eV. This is a guide, not an error bound. The weakest number is $C$. In second-order Møller-Plesset theory with a spin-unrestricted ion, moving the same extrapolation from $X=2,3$ to $X=3,4$ lowers the correlation energies of atom and ion by 0.41 and 0.32 eV and raises their difference by 0.09 eV. So $C$ is probably nearer 1.8 than 1.7 eV, while $R$ changes only to 3.35 eV in the quadruple-zeta basis.

## Which electrons are responsible

The second-order terms, in the triple-zeta basis, show where the effects arise. Of $R_2=4.94$ eV, the remaining five 2p electrons supply 4.24 eV, the 2s electrons 0.70 eV and the 1s electrons less than 0.01 eV. At this order relaxation is mainly a response of the 2p shell itself.

The lost pair correlation is $L=2.11$ eV. Its largest single contribution, 0.62 eV, comes from the electron that shared the vacated spatial orbital with opposite spin. The four electrons in the other two 2p orbitals contribute 1.14 eV together, 0.29 eV on average; two of them share the spin of the hole and two do not, so their shares are not all equal. The two 2s electrons contribute 0.31 eV and the 1s electrons 0.03 eV. Against this stands the gain $G=0.59$ eV from excitations into the hole, so that

$$L-G=2.108-0.588=1.520\ \text{eV}.$$

The sign agrees with that of $C$, and the size is similar.

As a prediction of the ionization energy, however, second order is poor:

$$I_2=23.163-4.939+1.520=19.74\ \text{eV}.$$

This is even slightly below $\Delta$SCF. The main fault lies in relaxation, where $R_2$ is well above the self-consistent $R$. The fair comparison is with the spin-unrestricted value of the next section, 3.47 eV. In $R_2$ each remaining electron responds to the lost repulsion independently. In fact, as the others contract they repel it more and screen the hole; this mutual response enters only at higher orders in $\lambda$. It matters even for a weak hole: if only a small fraction $q$ of the field of the 2p electron is removed, the relaxation energy divided by $q^2$ tends to 4.94 eV for independent response but to about 3.86 eV for self-consistent response of the nine remaining electrons. The finite strength of a whole hole matters too: with independent response it lowers the 4.94 eV to 4.28 eV. The excess of 1.5 eV has no unique division between the two effects. Mutual screening accounts for about 1.1 eV of it if screening is introduced first, and for about 0.8 eV if it is introduced last. The second-order terms identify the processes; the amounts must come from $\Delta$SCF and coupled cluster.

## How far the split is a convention

The total error $R-C$ does not depend on how the ion's Hartree-Fock state is chosen, but the two parts do. In unrestricted Hartree-Fock theory (UHF), spin-up and spin-down electrons may have different spatial orbitals. The ion has five spin-up and four spin-down electrons, and this freedom lowers its energy by a further 0.134 eV. With UHF as the reference, that amount counts as relaxation:

$$R_{\rm UHF}=3.336+0.134=3.470\ \text{eV}.$$

The ion's correlation energy, now measured from a lower starting point, is smaller in size by the same amount, so

$$C_{\rm UHF}=1.707+0.134=1.841\ \text{eV}.$$

The difference is again 1.629 eV. A statement of the relaxation energy of neon 2p therefore needs to name the reference, at the level of about 0.1 eV.

The cancellation should not be carried over to other ionizations as a rule. $R$ depends on how strongly the remaining orbitals respond to the lost repulsion, and $C$ on which pairs are broken and which excitations the hole opens. No relation derived here ties one to the other. If $C$ were small while $R$ stayed large, Koopmans' value would be much worse than $\Delta$SCF. In neon, $C$ is about half of $R$, and for that reason the two approximations miss the computed $I$ by similar amounts, 1.6 and 1.7 eV, on opposite sides.

The numerical check tests the frozen-ion identity, the second-order formula against a sum over all determinants in a small basis, and CCSD(T) against full configuration interaction in that same basis.

## Computed values

```
Hartree energy: 27.211386 eV
Small-basis tests (6-31G)
second-order shift, formula: -3.1100 eV
second-order shift, all determinants: -3.1100 eV
R2, formula: 3.9171 eV
R2, scaled SCF: 3.9171 eV
ionization energy, CCSD(T): 20.855 eV
ionization energy, full CI: 20.859 eV
Hartree-Fock (aug-cc-pVTZ unless marked DZ)
Koopmans K, DZ: 23.212 eV
Koopmans K: 23.163 eV
Koopmans K in atomic units: 0.85121 hartree
frozen-orbital energy difference: 23.163 eV
Delta-SCF (ROHF ion), DZ: 19.963 eV
Delta-SCF (ROHF ion): 19.827 eV
relaxation R: 3.336 eV
extra lowering of ion by UHF: 0.134 eV
rms radius, 9 electrons, frozen: 0.5042 angstrom
rms radius, 9 electrons, relaxed: 0.4601 angstrom
Second-order analysis (aug-cc-pVTZ)
R2 total: 4.939 eV
R2 from 1s: 0.004 eV
R2 from 2s: 0.701 eV
R2 from remaining 2p: 4.235 eV
L total: 2.108 eV
L with 1s partners: 0.034 eV
L with 2s partners: 0.309 eV
L with 2p partner in same orbital: 0.621 eV
L with other 2p partners: 1.144 eV
G total: 0.588 eV
L - G: 1.520 eV
second-order ionization energy: 19.743 eV
Coupled cluster CCSD(T), 1s frozen
C, DZ: 1.458 eV
C, TZ: 1.633 eV
triples part of C, TZ: 0.068 eV
correlation energy of Ne, extrapolated: -8.363 eV
correlation energy of Ne+, extrapolated: -6.656 eV
correlation difference C, extrapolated: 1.707 eV
Balance
computed I = K - R + C: 21.534 eV
computed Koopmans error R - C: 1.629 eV
observed I, rounded input: 21.6 eV
Koopmans minus observed: 1.56 eV
observed minus Delta-SCF: 1.77 eV
computed minus observed: -0.07 eV
```
